\section*{Exchange-Correlation Stress in the LDA and in Gradient-Corrected Functionals}

\section{Definitions and conventions}

A periodic system has a cell of volume $\Omega$ and an electron density $n(\mathbf r)>0$, equal for the two spins. Hartree atomic units are used. A homogeneous strain $\varepsilon$ moves every point of space, including the nuclei and the cell vectors, by
\begin{equation}
\mathbf r'=F\mathbf r,\qquad F=1+\varepsilon,\qquad J=\det F .
\label{strain}
\end{equation}
The strained cell has the volume $J\Omega$. The stress is the strain derivative of the energy per cell,
\begin{equation}
\sigma_{ab}=\frac1\Omega\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_{\varepsilon=0},
\qquad P=-\tfrac13\sum_a\sigma_{aa}.
\label{stress}
\end{equation}
With this sign a positive diagonal element is a tension: the energy rises when the cell is stretched, so the cell pulls inward. The nine elements $\varepsilon_{ab}$ are treated as independent. An antisymmetric $\varepsilon$ is a rotation to first order and leaves the energy unchanged, so the stress is symmetric.

The exchange-correlation (xc) energy and its potential are
\begin{equation}
E_{xc}=\int_\Omega f\,d\mathbf r,\qquad
\delta E_{xc}=\int_\Omega v_{xc}\,\delta n\,d\mathbf r .
\label{exc}
\end{equation}
In the local density approximation (LDA) $f=f(n)$. In a generalized gradient approximation (GGA)
\begin{equation}
f=f(n,g),\qquad g=|\nabla n|^2 ,
\label{gga}
\end{equation}
and $f$ is taken to be smooth in both arguments. Partial derivatives are written $f_n$ and $f_g$, and $\partial_a$ is the derivative with respect to $r_a$.

\section{Which density belongs in the strained cell}

When a crystal is strained, its orbitals are stretched with the cell and also readjust. The two changes are separated by writing the orbitals of the strained cell as stretched copies of functions $\psi_i$ on the original cell:
\begin{equation}
\psi_i'(\mathbf r')=J^{-1/2}\psi_i(\mathbf r),\qquad \mathbf r=F^{-1}\mathbf r'.
\label{orb}
\end{equation}
Since $d\mathbf r'=J\,d\mathbf r$, the factor $J^{-1/2}$ preserves all overlaps:
\begin{equation}
\int\psi_i'^*\psi_j'\,d\mathbf r'=\int J^{-1}\psi_i^*\psi_j\,J\,d\mathbf r=\int\psi_i^*\psi_j\,d\mathbf r .
\end{equation}
The orthonormality condition on the $\psi_i$ therefore does not contain the strain. Let $c$ denote free parameters that describe all orthonormal sets $\psi_i$, and let $c_0(\varepsilon)$ be their values in the ground state. At fixed occupations,
\begin{equation}
\frac{dE}{d\varepsilon_{ab}}
=\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_{c}
+\sum_k\frac{\partial E}{\partial c_k}\frac{dc_{0,k}}{d\varepsilon_{ab}}
=\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_{c}.
\label{stationary}
\end{equation}
The sum over $k$ vanishes because the total energy is stationary in the ground state, $\partial E/\partial c_k=0$. The total stress is thus a sum of explicit derivatives, one for each part of the energy, all taken with stretched orbitals. The xc stress is the xc member of this sum.

Stationarity holds for the total energy and not for its parts. In general $\partial E_{xc}/\partial c_k\neq0$, so the derivative of $E_{xc}$ along the relaxed ground state is a different quantity from the xc stress. The isotropy shown below for the LDA belongs to the xc stress.

The argument also needs a basis that is carried into itself by the stretching. Plane waves with fixed integer labels satisfy this, because $\mathbf G'=F^{-T}\mathbf G$ gives $\mathbf G'\cdot\mathbf r'=\mathbf G\cdot\mathbf r$. If the set is instead selected anew in each cell by a fixed kinetic-energy cutoff, the variational space changes whenever the strain carries a plane wave across the cutoff, and (\ref{stationary}) does not describe energy differences taken across such a change. For strains too small to alter the set of labels it still does.

Squaring (\ref{orb}) and summing over occupied orbitals gives the density to be used:
\begin{equation}
n'(\mathbf r')=\frac{n(\mathbf r)}{J}.
\label{density}
\end{equation}
The number of electrons in the cell is unchanged.

\section{The local density approximation}

Inserting (\ref{density}) into $E_{xc}$ and returning to the unstrained coordinates gives
\begin{equation}
E_{xc}(\varepsilon)=\int_{J\Omega}f(n')\,d\mathbf r'
=J\int_\Omega f\!\left(\frac nJ\right)d\mathbf r .
\label{ldaJ}
\end{equation}
The strain enters through $J$ alone. Any finite change of shape at constant volume therefore leaves the LDA energy of the stretched density unchanged, and this is the origin of the isotropy. The derivative with respect to $J$ is
\begin{equation}
\frac{d}{dJ}\left[Jf\!\left(\frac nJ\right)\right]_{J=1}
=\left[f\!\left(\frac nJ\right)-\frac nJ f_n\!\left(\frac nJ\right)\right]_{J=1}
=f-nf_n .
\end{equation}
Expanding the determinant gives
\begin{equation}
J=1+\sum_a\varepsilon_{aa}+O(\varepsilon^2),\qquad
\left.\frac{\partial J}{\partial\varepsilon_{ab}}\right|_{\varepsilon=0}=\delta_{ab}.
\label{dJ}
\end{equation}
In the LDA, $\delta E_{xc}=\int f_n\delta n\,d\mathbf r$, so $v_{xc}=f_n$ by (\ref{exc}). The chain rule then yields
\begin{equation}
\sigma_{ab}^{\rm LDA}=\frac{\delta_{ab}}{\Omega}
\left(E_{xc}-\int_\Omega n\,v_{xc}\,d\mathbf r\right).
\label{lda}
\end{equation}

For a uniform density with xc energy $\epsilon(n)$ per electron, $f=n\epsilon$ and $f_n=\epsilon+n\,d\epsilon/dn$. Equation (\ref{lda}) becomes
\begin{equation}
\sigma_{ab}=-\delta_{ab}\,n^2\frac{d\epsilon}{dn},\qquad P=n^2\frac{d\epsilon}{dn}.
\end{equation}
This is the usual relation $P=-dE/d\Omega$ at fixed electron number. An xc energy per electron that becomes more negative on compression gives a negative pressure.

\section{The gradient correction}

\subsection{Strained gradient}

A GGA also needs the gradient of the stretched density. From $\mathbf r=F^{-1}\mathbf r'$ one has $\partial r_c/\partial r'_a=(F^{-1})_{ca}$, so
\begin{equation}
\partial'_a n'=\frac1J\sum_c(F^{-1})_{ca}\,\partial_c n .
\label{gradF}
\end{equation}
To first order $F^{-1}=1-\varepsilon$ and $J^{-1}=1-\sum_d\varepsilon_{dd}$, hence
\begin{equation}
\partial'_a n'=\Bigl(1-\sum_d\varepsilon_{dd}\Bigr)\partial_a n-\sum_c\varepsilon_{ca}\,\partial_c n .
\end{equation}
Squaring, summing over $a$ and keeping first-order terms gives
\begin{equation}
g'=\Bigl(1-2\sum_d\varepsilon_{dd}\Bigr)g-2\sum_{ac}\varepsilon_{ca}\,\partial_c n\,\partial_a n ,
\end{equation}
and therefore
\begin{equation}
\left.\frac{\partial g'}{\partial\varepsilon_{ab}}\right|_{\varepsilon=0}
=-2\delta_{ab}\,g-2\,\partial_a n\,\partial_b n .
\label{dg}
\end{equation}
The first term comes from the dilution of the density. The second comes from the changed distances over which the density varies: stretching along $a$ reduces the slope along $a$ and leaves the other slopes alone, apart from the dilution.

\subsection{Strain derivative of the energy}

The energy of the stretched density is $E_{xc}(\varepsilon)=J\int_\Omega f(n/J,g')\,d\mathbf r$. Its derivative has three contributions, from the volume factor, from $n/J$ and from $g'$:
\begin{align}
\Omega\sigma_{ab}
&=\int_\Omega\left[\delta_{ab}f-\delta_{ab}nf_n
+f_g\frac{\partial g'}{\partial\varepsilon_{ab}}\right]d\mathbf r\nonumber\\
&=\delta_{ab}\int_\Omega(f-nf_n-2gf_g)\,d\mathbf r
-2\int_\Omega f_g\,\partial_a n\,\partial_b n\,d\mathbf r .
\label{raw}
\end{align}

\subsection{Introducing the potential}

A density variation changes $g$ by $2\nabla n\cdot\nabla\delta n$. Integration by parts gives
\begin{align}
\delta E_{xc}&=\int_\Omega\left(f_n\,\delta n+2f_g\nabla n\cdot\nabla\delta n\right)d\mathbf r\nonumber\\
&=\int_\Omega\left[f_n-\nabla\cdot(2f_g\nabla n)\right]\delta n\,d\mathbf r .
\label{var}
\end{align}
The surface terms on opposite faces of the cell cancel by periodicity. The bracket is the full GGA potential,
\begin{equation}
v_{xc}=f_n-\nabla\cdot(2f_g\nabla n).
\label{vgga}
\end{equation}
The two lines of (\ref{var}) are equal for any periodic $\delta n$. Setting $\delta n=n$ gives
\begin{equation}
\int_\Omega n\,v_{xc}\,d\mathbf r=\int_\Omega(nf_n+2gf_g)\,d\mathbf r .
\label{parts}
\end{equation}
These are the terms subtracted from $f$ in the isotropic part of (\ref{raw}). The result is
\begin{equation}
\sigma_{ab}^{\rm GGA}=\frac{\delta_{ab}}\Omega
\left(E_{xc}-\int_\Omega n v_{xc}\,d\mathbf r\right)
-\frac2\Omega\int_\Omega f_g\,\partial_a n\,\partial_b n\,d\mathbf r .
\label{main}
\end{equation}
The first term has the LDA form, but with the potential (\ref{vgga}). Using $f_n$ in place of $v_{xc}$ would omit $-2\int gf_g\,d\mathbf r$ from each diagonal element of $\Omega\sigma$. If the functional is given in terms of $|\nabla n|$, the factor $2f_g$ is $|\nabla n|^{-1}\,\partial f/\partial|\nabla n|$.

\section{Properties of the gradient tensor}

Let $T_{ab}=-2\int_\Omega f_g\,\partial_an\,\partial_bn\,d\mathbf r$ be the second term of (\ref{main}) times $\Omega$. Its trace, $-2\int gf_g\,d\mathbf r$, is in general not zero, so the gradient tensor contributes to the pressure as well as to the shear stress.

\subsection{Symmetry and weak modulation}

If the density varies along $z$ alone, $T_{zz}$ is the one element that can differ from zero. If the density has cubic symmetry, $T$ must be unchanged by the rotations of the cube. A half-turn about a cube axis reverses the signs of the two off-diagonal elements that carry the index of that axis, so the half-turns together make all off-diagonal elements vanish, and the threefold rotations make the diagonal elements equal. The GGA stress of a cubic crystal is therefore isotropic after integration over the cell, although the integrand is not.

For a weak wave $n=n_0+n_1\cos(\mathbf q\cdot\mathbf r)$ the gradient is $\partial_an=-n_1q_a\sin(\mathbf q\cdot\mathbf r)$. The cell average of $\sin^2$ is $1/2$, so to second order in $n_1$
\begin{equation}
T_{ab}=-\Omega\,f_g(n_0,0)\,n_1^2\,q_aq_b .
\label{weak}
\end{equation}
An oblique wave thus produces off-diagonal elements at this order whenever $f_g(n_0,0)\neq0$.

\subsection{Signs in the PBE functional}

The PBE exchange energy density is $-Cn^{4/3}F_x(s)$, where $C>0$, $s=|\nabla n|/(2k_Fn)$ and $k_F=(3\pi^2n)^{1/3}$. Since $F_x$ increases with $s$, exchange has $f_g<0$. For any vector $\mathbf u$,
\begin{equation}
\sum_{ab}u_aT_{ab}u_b=-2\int_\Omega f_g\,(\mathbf u\cdot\nabla n)^2\,d\mathbf r ,
\label{quad}
\end{equation}
so the exchange tensor has no negative eigenvalue. PBE correlation adds to the uniform-gas energy per electron a term $H\ge0$ that increases with $t=|\nabla n|/(2k_sn)$, where $k_s^2=4k_F/\pi$. Here $f_g>0$, and the correlation tensor has no positive eigenvalue.

For small gradients $F_x\simeq1+\mu s^2$ and $H\simeq\beta t^2$. With the uniform-gas exchange energy $-3k_F/(4\pi)$ per electron, the gradient terms per electron are
\begin{equation}
-\frac{3k_F}{4\pi}\,\mu s^2+\beta t^2
=\frac{|\nabla n|^2}{16k_Fn^2}\left(-\frac{3\mu}{\pi}+\pi\beta\right).
\label{cancel}
\end{equation}
PBE sets $\mu=\pi^2\beta/3$, which makes the bracket zero. Hence $f_g(n,0)=0$ for exchange and correlation together, and the second-order tensor (\ref{weak}) vanishes in PBE. At larger gradients the two parts need not cancel.

\subsection{Exchange under uniform scaling}

For $F=\lambda\,1$ the stretched density is $n/\lambda^3$ and its gradient is $\nabla n/\lambda^4$. Since $s\propto|\nabla n|/n^{4/3}$, it does not change. The exchange energy density scales as $n^{4/3}\propto\lambda^{-4}$ and the volume as $\lambda^3$, so $E_x(\lambda)=E_x/\lambda$. All three diagonal strains grow together, which gives
\begin{equation}
\Omega\sum_a\sigma^x_{aa}=\left.\frac{dE_x(\lambda)}{d\lambda}\right|_{\lambda=1}=-E_x .
\label{scaling}
\end{equation}
This holds for LDA exchange and for GGA exchange of the stated form. It checks the isotropic part and the trace of $T$ together.

\section{A self-consistent example}

\subsection{Model}

Two electrons occupy one orbital in a rectangular cell with edges 5, 6 and 7 bohr, so $\Omega=210$ bohr$^3$. In fractional coordinates $s_x,s_y,s_z$ the external potential, in mHa, is
\begin{equation}
v=-120\cos2\pi s_x-200\cos2\pi(s_x+s_y)-100\cos2\pi s_z .
\end{equation}
The energy consists of kinetic, external and xc parts. The Hartree energy is left out; it would add its own explicit stress and would not alter the form of (\ref{main}). The model therefore examines the stress relations and does not describe a material. The orbital is expanded in 125 plane waves with fixed labels, and this finite set is part of the model.

The potential is carried with the cell, $v'(\mathbf r')=v(\mathbf r)$. By (\ref{density}), $\int n'v'\,d\mathbf r'=\int nv\,d\mathbf r$, so the external energy has no explicit stress. For the kinetic energy, $\mathbf G'=F^{-T}\mathbf G$ gives $|\mathbf G'|^2=|\mathbf G|^2-2\sum_{ab}\varepsilon_{ab}G_aG_b$ to first order. With two electrons and plane-wave coefficients $c_{\mathbf G}$,
\begin{equation}
E_{\rm kin}=2\sum_{\mathbf G}|c_{\mathbf G}|^2\tfrac12|\mathbf G'|^2,\qquad
\Omega\sigma^{\rm kin}_{ab}=-2\sum_{\mathbf G}|c_{\mathbf G}|^2G_aG_b .
\label{kin}
\end{equation}

\subsection{LDA numbers}

With Slater exchange and Perdew--Wang correlation, (\ref{lda}) gives
\begin{equation}
\Omega\sigma_{xx}=\Omega\sigma_{yy}=\Omega\sigma_{zz}
=-419.064+545.430=126.366\ \text{mHa}.
\end{equation}
The density is far from isotropic, yet the numerical strain derivative of $E_{xc}$ at stretched density has the same three equal elements and no shear element. Division by 210 bohr$^3$ gives a tension of 0.602 mHa/bohr$^3$, or 17.7 GPa.

If the orbital is solved again in each strained cell, the derivative of $E_{xc}$ alone is 82.7, 112.1 and 39.6 mHa for $xx$, $yy$ and $zz$, and $-12.0$ mHa for $xy$. In the $xx$ element, relaxation has changed the xc derivative by $82.75-126.37=-43.62$ mHa. By (\ref{stationary}), the relaxation parts of the kinetic and external energies cancel this change. The total confirms it: kinetic plus xc stress gives $-105.44+126.37=20.93$ mHa for $xx$, equal to the numerical derivative of the relaxed total energy.

\subsection{PBE numbers}

The isotropic part is $-423.161+549.448=126.287$ mHa. The remaining parts of $\Omega\sigma_{ab}$, in mHa, are:

\begin{center}
\begin{tabular}{lrrrr}
 & $xx$ & $yy$ & $zz$ & $xy$\\
$T$, exchange & 13.471 & 5.164 & 14.233 & 4.686\\
$T$, correlation & $-10.389$ & $-4.263$ & $-11.418$ & $-3.521$\\
$T$, sum & 3.082 & 0.901 & 2.815 & 1.165\\
xc stress & 129.369 & 127.188 & 129.102 & 1.165\\
kinetic stress & $-112.578$ & $-41.562$ & $-109.982$ & $-39.991$\\
total stress & 16.791 & 85.626 & 19.120 & $-38.826$
\end{tabular}
\end{center}

The xc row is the isotropic part plus $T$; for $xx$, $126.287+3.082=129.369$ mHa. The diagonal elements are positive for exchange and negative for correlation, as the argument around (\ref{quad}) requires; that argument does not fix the sign of an off-diagonal element. In $xx$, correlation removes $10.389/13.471=77\%$ of the exchange term. The density runs from 0.0018 to 0.038 bohr$^{-3}$ about a mean of $2/210=0.0095$ bohr$^{-3}$, and it does so over a few bohr. The cancellation (\ref{cancel}) requires small $s$ and $t$, which measure the slope of the density and not the range of its values. Here $s$ reaches values of order one, and the cancellation is incomplete. The $xy$ element reflects the oblique wave in the potential. The $xz$ and $yz$ elements vanish because the density is even in $z$, which makes $\partial_zn$ odd.

The trace of $T$ is 6.798 mHa. It contributes $6.798/3=2.266$ mHa to the mean diagonal element of 128.553 mHa, or 1.8\%. The xc pressure is $-18.0$ GPa, and the diagonal xc stresses differ by up to 0.31 GPa.

Although $T$ is small beside the isotropic part, it matters in the total stress, where the large kinetic and xc terms nearly cancel in $xx$. Leaving $T$ out would give $16.791-3.082=13.709$ mHa, which is 18\% below the total $xx$ element. This fraction depends on how far the other terms happen to cancel in this cell; for $yy$, where they do not nearly cancel, the same omission lowers the total by $0.901/85.626=1\%$.

\subsection{Numerical tests}

For both functionals, all nine elements of the xc formula were tested against central differences of $E_{xc}$ at stretched density. The $xx$, $yy$, $zz$ and $xy$ elements of the total stress were tested against differences of self-consistent total energies. The tolerance was 0.002 mHa in each case, below the smallest nonzero element of $T$. The identity (\ref{parts}) and the scaling relation (\ref{scaling}) were tested as well; for PBE exchange the trace is 361.886 mHa and $E_x=-361.886$ mHa. The numerical output lists the $xx$, $yy$, $zz$ and $xy$ elements of these comparisons.

\section{When part of the density does not stretch}

Some pseudopotential calculations add to the valence density a rigid, spherical core density $n_c(\mathbf r-\mathbf R)$ on each atom and evaluate $E_{xc}$ with the sum. The atom moves to $F\mathbf R$, but the core keeps its shape, so (\ref{density}) fails for it. At the strained image of $\mathbf r$ the core density is $n_c(F(\mathbf r-\mathbf R))$, whose strain derivative is $(\mathbf r-\mathbf R)_b\,\partial_an_c$. A stretched core would have given $-\delta_{ab}n_c$. The difference is an additional first-order density change, which costs energy through $v_{xc}$:
\begin{equation}
\Omega\,\Delta\sigma_{ab}=\sum_{\mathbf R}\int v_{xc}
\left[\delta_{ab}n_c+(\mathbf r-\mathbf R)_b\,\partial_an_c\right]d\mathbf r .
\label{core}
\end{equation}
The sum runs over the atoms of one cell and each integral over all space. For a spherical core $(\mathbf r-\mathbf R)_b\,\partial_an_c$ is symmetric in $a$ and $b$, so the stress stays symmetric. In (\ref{lda}) and (\ref{main}), $n$ is then the full density, core included, and (\ref{core}) is added. The bracket integrates to zero, since integration by parts turns its second term into $-\delta_{ab}n_c$; a constant potential therefore gives no correction. A potential that varies differently along different axes around the atom can make (\ref{core}) anisotropic, even in the LDA. The isotropy of the LDA xc stress thus rests on two conditions: $f$ depends on the local density alone, and all of that density is carried along by the strain.

\section*{Computed values}
\begin{verbatim}
cell edges: 5.0 6.0 7.0 bohr
cell volume: 210.0 bohr^3
external cosine depth, labels (1, 0, 0): 120 mHa
external cosine depth, labels (1, 1, 0): 200 mHa
external cosine depth, labels (0, 0, 1): 100 mHa
plane waves: 125; grid points per axis: 16
strain step: 5.0e-04 (dimensionless)
four-number rows below list xx yy zz xy; all are volume*stress
--- LDA ---
density minimum and maximum: 0.00194 0.03677 bohr^-3
Exc: -419.064 mHa
integral of n vxc: -545.430 mHa
isotropic part, Exc - integral n vxc: 126.366 mHa
xc formula: 126.366 126.366 126.366 0.000 mHa
numerical dExc/dstrain, stretched density: 126.366 126.366 126.366 0.000 mHa
numerical dExc/dstrain, relaxed density: 82.749 112.098 39.589 -12.004 mHa
kinetic formula: -105.436 -38.802 -102.893 -37.655 mHa
kinetic + xc formula: 20.929 87.563 23.473 -37.655 mHa
numerical dEtotal/dstrain, relaxed: 20.929 87.563 23.473 -37.655 mHa
exchange energy Ex: -341.591 mHa
trace of exchange volume*stress: 341.591 mHa
change of xc formula on 24-point grid: 3.3e-13 mHa
xc stress xx yy zz xy: 17.704 17.704 17.704 0.000 GPa
xc pressure: -17.704 GPa
--- PBE ---
density minimum and maximum: 0.00179 0.03809 bohr^-3
Exc: -423.161 mHa
integral of n vxc: -549.448 mHa
isotropic part, Exc - integral n vxc: 126.287 mHa
gradient tensor: 3.082 0.901 2.815 1.165 mHa
gradient tensor, exchange share: 13.471 5.164 14.233 4.686 mHa
gradient tensor, correlation share: -10.389 -4.263 -11.418 -3.521 mHa
trace of gradient tensor: 6.798 mHa
xc formula: 129.369 127.188 129.102 1.165 mHa
numerical dExc/dstrain, stretched density: 129.369 127.188 129.102 1.165 mHa
numerical dExc/dstrain, relaxed density: 73.329 107.829 27.102 -14.588 mHa
kinetic formula: -112.578 -41.562 -109.982 -39.991 mHa
kinetic + xc formula: 16.791 85.626 19.120 -38.826 mHa
numerical dEtotal/dstrain, relaxed: 16.791 85.626 19.120 -38.826 mHa
exchange energy Ex: -361.886 mHa
trace of exchange volume*stress: 361.886 mHa
change of xc formula on 24-point grid: 7.0e-06 mHa
xc stress xx yy zz xy: 18.125 17.819 18.087 0.163 GPa
xc pressure: -18.010 GPa
\end{verbatim}
